# Allen's high-temperature electron cooling rate from the electron-phonon collision integral

## 1. Definitions and conventions

A short laser pulse can leave the electrons of a metal much hotter than its lattice. These notes derive how fast the electrons then cool by emitting phonons. Energies $\varepsilon$ are measured from the Fermi level, and the following symbols are used.

- $g$ is the density of electron states per spin, energy and volume. It is taken as constant over the range where the occupation differs from 0 or 1.
- $f(\varepsilon)=1/(e^{\varepsilon/k_BT_e}+1)$ is the electron occupation at temperature $T_e$. For constant $g$ the chemical potential stays at $\varepsilon=0$, because $1-f(-\varepsilon)=f(\varepsilon)$.
- $n(\Omega,T)=1/(e^{\hbar\Omega/k_BT}-1)$ is the Bose function. The phonons have occupation $n_L=n(\Omega,T_L)$, and $n_e=n(\Omega,T_e)$ is an abbreviation that will appear in the algebra.
- $M_{kk'}$ is the matrix element for scattering between electron states $k$ and $k'$ with a phonon of frequency $\omega$. The volume is $V$.

The Eliashberg function, which is dimensionless, collects the coupling at the Fermi level:

$$\alpha^2F(\Omega)=\frac{1}{\hbar gV}\sum_{kk'}|M_{kk'}|^2\,\delta(\Omega-\omega)\,\delta(\varepsilon_k)\,\delta(\varepsilon_{k'}).$$

The sums run over one spin. The moments are

$$\lambda=2\int_0^\infty\frac{\alpha^2F}{\Omega}\,d\Omega,\qquad \lambda\langle\omega^m\rangle=2\int_0^\infty\Omega^{m-1}\alpha^2F\,d\Omega .$$

The metal is uniform, and no source acts after the pulse. The result to be derived is

$$\frac{dT_e}{dt}=-\gamma\,(T_e-T_L),\qquad \gamma=\frac{3\hbar\lambda\langle\omega^2\rangle}{\pi k_BT_e},$$

valid when $k_BT_e$ and $k_BT_L$ are both large compared with the phonon energies.

## 2. Power from the collision integral

Take an ordered pair of states with $\varepsilon'=\varepsilon+\hbar\omega$. An electron can go up from $k$ to $k'$ by absorbing a phonon, or down from $k'$ to $k$ by emitting one. The golden rule gives both processes the factor $(2\pi/\hbar)|M|^2$. Absorption carries $n_L$ and emission $n_L+1$, and each needs a filled initial and an empty final state. Each upward event adds $\hbar\omega$ to the electrons and each downward event removes it. With a factor 2 for spin, the power received by the electrons per volume is

$$P=\frac{4\pi}{\hbar V}\sum_{kk'}\hbar\omega|M_{kk'}|^2\,B\;\delta(\varepsilon'-\varepsilon-\hbar\omega),$$

$$B=f(1-f')\,n_L-f'(1-f)(n_L+1),$$

where $f=f(\varepsilon)$ and $f'=f(\varepsilon')$. The products $ff'n_L$ cancel, which leaves

$$B=(f-f')\,n_L-f'(1-f).$$

The last term is spontaneous emission. To put it in the same form as the first, write $x=\varepsilon/k_BT_e$ and $w=\hbar\omega/k_BT_e$. Since $1-f=e^xf$,

$$f'(1-f)=e^xff',\qquad f-f'=ff'\left(e^{x+w}-e^x\right)=e^xff'\,(e^w-1).$$

Division gives $f'(1-f)=(f-f')\,n_e$, and therefore

$$B=(f-f')(n_L-n_e).$$

At equal temperatures $B$ vanishes for every pair of states, as detailed balance requires.

## 3. Reduction to the Eliashberg function

The sum in $P$ involves states within a few $k_BT_e$ of the Fermi level, while $\alpha^2F$ is defined at that level. The reduction assumes that both $g$ and the average of $|M|^2$ are constant over this window:

$$\frac1V\sum_{kk'}|M_{kk'}|^2\delta(\Omega-\omega)\delta(\varepsilon_k-\varepsilon)\delta(\varepsilon_{k'}-\varepsilon')\simeq\hbar g\,\alpha^2F(\Omega).$$

Then

$$P=\frac{4\pi}{\hbar}\int d\Omega\;\hbar\Omega\;\hbar g\,\alpha^2F\,(n_L-n_e)\int d\varepsilon\,[f(\varepsilon)-f(\varepsilon+\hbar\Omega)].$$

The inner integral follows from writing the difference as an integral of the slope:

$$\int d\varepsilon\int_0^{\hbar\Omega}ds\left[-\frac{df}{d\varepsilon}(\varepsilon+s)\right]=\int_0^{\hbar\Omega}ds\,[f(-\infty)-f(\infty)]=\hbar\Omega .$$

Hence

$$P=4\pi g\int_0^\infty d\Omega\,\alpha^2F(\Omega)\,(\hbar\Omega)^2\,[n(\Omega,T_L)-n(\Omega,T_e)].\tag{1}$$

One factor $\hbar\Omega$ is the energy of a quantum. The other is the integral over energy of the difference in occupation between two levels one quantum apart, which equals $\hbar\Omega$ at any electron temperature.

Equation (1) has not yet used high temperature.

## 4. The high-temperature coefficient

For $\hbar\Omega\ll k_BT$ the Bose function is $n=k_BT/\hbar\Omega-\tfrac12+\dots$. The constant $-\tfrac12$ cancels in the difference, so $n_L-n_e\to k_B(T_L-T_e)/\hbar\Omega$ and

$$P=4\pi g\hbar k_B(T_L-T_e)\int\Omega\,\alpha^2F\,d\Omega=G(T_L-T_e),\qquad G=2\pi g\hbar k_B\lambda\langle\omega^2\rangle .$$

The coupling constant $G$ does not depend on either temperature.

The heat capacity follows from the thermal energy relative to the filled Fermi sea. For $\varepsilon<0$ the integrand $\varepsilon(f-1)$ equals $|\varepsilon|f(|\varepsilon|)$, so the two sides of the Fermi level contribute equally:

$$U=4g\int_0^\infty\varepsilon f\,d\varepsilon=4g(k_BT_e)^2\int_0^\infty\frac{x\,dx}{e^x+1}.$$

Expanding $1/(e^x+1)=\sum_{m\ge1}(-1)^{m+1}e^{-mx}$ and integrating term by term gives

$$\int_0^\infty\frac{x\,dx}{e^x+1}=1-\frac14+\frac19-\dots=\frac{\pi^2}{6}-2\cdot\frac14\cdot\frac{\pi^2}{6}=\frac{\pi^2}{12}.$$

Thus

$$U=\frac{\pi^2}{3}g\,k_B^2T_e^2,\qquad C_e=\frac{dU}{dT_e}=\frac{2\pi^2}{3}g\,k_B^2T_e .$$

From $C_e\,dT_e/dt=P$,

$$\gamma=\frac{G}{C_e}=\frac{2\pi g\hbar k_B\lambda\langle\omega^2\rangle}{\tfrac23\pi^2g\,k_B^2T_e}=\frac{3\hbar\lambda\langle\omega^2\rangle}{\pi k_BT_e}.$$

The density of states cancels. The factor $1/T_e$ comes wholly from the heat capacity: a hotter electron gas needs more energy per kelvin, while the power per kelvin of difference stays the same.

The steps of Section 3 were tested on free electrons with $\hbar=m=k_F=k_B=1$, $|M|^2=q$, $\omega=0.002\,q$, $q\le2^{1/3}$, $T_e=0.03$ and $T_L=0.02$. The sum over momenta, with real initial and final energies, gave 0.9994 of the power $G(T_L-T_e)$ with $G$ taken from the Fermi surface. Because $|M|^2$ depends on $q$ alone here, the pair sum of Section 3 does not vary with the electron energies as long as $q<k+k'$. The test therefore checks the prefactors and the energy integral, but not the assumption that $g$ and the average of $|M|^2$ are constant.

## 5. How high is high temperature?

The error of the classical limit can be bounded. With $y=\hbar\Omega/2k_BT$, differentiation gives

$$\frac{\partial n}{\partial T}=\frac{\hbar\Omega}{k_BT^2}\,\frac{e^{2y}}{(e^{2y}-1)^2}=\frac{\hbar\Omega}{k_BT^2}\,\frac{1}{4\sinh^2y}=\frac{k_B}{\hbar\Omega}\left(\frac{y}{\sinh y}\right)^2 .$$

The last factor is at most 1. For a lower limit compare the series

$$\frac{\sinh y}{y}=\sum_m\frac{y^{2m}}{(2m+1)!},\qquad e^{y^2/6}=\sum_m\frac{y^{2m}}{6^m\,m!}.$$

Both start with 1. From one $m$ to the next, $(2m+1)!$ grows by $(2m+3)(2m+2)$ and $6^mm!$ by $6(m+1)$. The ratio of these factors is $(2m+3)/3\ge1$, so each term of the first series is no larger than its partner. Therefore

$$1\ge\left(\frac{y}{\sinh y}\right)^2\ge e^{-y^2/3}\ge1-\frac{y^2}{3}=1-\frac{(\hbar\Omega)^2}{12k_B^2T^2}.$$

The difference $n_L-n_e$ is the integral of $\partial n/\partial T$ from $T_e$ to $T_L$, so what matters is the average over that interval. The average of $1/T^2$ is

$$\frac{1}{T_L-T_e}\int_{T_e}^{T_L}\frac{dT}{T^2}=\frac{1}{T_L-T_e}\left(\frac1{T_e}-\frac1{T_L}\right)=\frac1{T_eT_L}.$$

Weighting with $\Omega\,\alpha^2F$, as (1) demands, gives for the coefficient $\gamma_{\rm full}$ with complete Bose functions

$$1-\frac{\hbar^2\langle\omega^4\rangle}{12\langle\omega^2\rangle k_B^2T_eT_L}\le\frac{\gamma_{\rm full}}{\gamma}\le1 .\tag{2}$$

The bound involves the product $T_eT_L$, so hot electrons make up for a moderately cool lattice. It is sufficient but not necessary. For $T_L\to0$ it says nothing, yet the ratio stays near 1 as long as $k_BT_e\gg\hbar\Omega$, because $n_L$ is then negligible beside $n_e\simeq k_BT_e/\hbar\Omega$. The constant $-\tfrac12$ in $n_e$ no longer cancels, so the shortfall is of first order, about $\hbar\Omega/2k_BT_e$. For the spectrum of Section 8 with $T_L=0$ the ratio is 0.97 at 6000 K and 0.85 at 1000 K.

**The opposite limit.** Let both temperatures be far below the phonon cutoff $\omega_D$, and let $\alpha^2F=\lambda(\Omega/\omega_D)^2$. With $\int_0^\infty x^4/(e^x-1)\,dx=24\sum_m m^{-5}=24\,\zeta(5)$, equation (1) becomes

$$P=-\frac{96\pi\zeta(5)\,g\lambda k_B^5}{\hbar(\hbar\omega_D)^2}\left(T_e^5-T_L^5\right).$$

For $T_L=0$, division by $C_eT_e$ gives a coefficient

$$\gamma_{\rm cold}=\frac{144\,\zeta(5)\,\lambda\,(k_BT_e)^3}{\pi\hbar(\hbar\omega_D)^2}.$$

This uses the bare $C_e$ of Section 4. At low temperature the same coupling raises the electronic heat capacity by a factor of about $1+\lambda$, so the actual coefficient is smaller by that factor. The enhancement fades at high temperature: for the spectrum of Section 8 it changes $C_e$ by about $-0.5\%$ at 1000 K and by less than 0.1% at 3000 K. The coefficient rises as $T_e^3$, where the high-temperature coefficient falls as $1/T_e$. The high-temperature formula must not be carried into this regime.

## 6. Cooling in time

Put $A=\gamma T_e=3\hbar\lambda\langle\omega^2\rangle/\pi k_B$, a constant in kelvin per time. With $T_L$ held fixed,

$$\frac{T_e}{T_e-T_L}\,dT_e=\left(1+\frac{T_L}{T_e-T_L}\right)dT_e=-A\,dt .$$

Integration from $T_0$ at $t=0$ yields

$$At=T_0-T_e+T_L\ln\frac{T_0-T_L}{T_e-T_L}.\tag{3}$$

For $T_e\gg T_L$ the logarithmic term is small and the temperature falls nearly linearly, at the rate $A$. Near $T_L$ the logarithm dominates and the difference decays exponentially at the rate $A/T_L$. So $1/\gamma$ at the starting temperature is not the time in which a large difference falls by a factor $e$.

If the lattice has a finite heat capacity $C_L$, then $C_L\,dT_L/dt=G(T_e-T_L)$. Subtracting the two equations,

$$\frac{d(T_e-T_L)}{dt}=-G\left(\frac1{C_e}+\frac1{C_L}\right)(T_e-T_L).$$

At a given $T_e$ the relative rate at which the difference closes is then larger than $\gamma$, by $G/C_L$. This does not make the whole approach to equilibrium faster. The warmer lattice slows the fall of $T_e$, and near the common final temperature $T_f$ the relative rate is $A/T_f+G/C_L$, against $A/T_L$ for a lattice held at its initial temperature. In the example of Section 8 these are about 4.5 and 14 ps⁻¹, so the last part of the approach is slower when the lattice heats.

## 7. If the electrons do not thermalize

A Fermi function at one temperature was assumed throughout. Its upkeep needs electron-electron collisions. The opposite extreme, with none, can also be treated.

Let $f_\pm=f(\varepsilon\pm\hbar\Omega)$. Dividing the pair sum of Section 3 by $g$ gives the rate for one state:

$$\frac{\partial f}{\partial t}=2\pi\int d\Omega\,\alpha^2F\,K,$$

$$K=(1-f)[f_+(n_L+1)+f_-n_L]-f[(1-f_-)(n_L+1)+(1-f_+)n_L].$$

Collecting terms,

$$K=n_L(f_++f_--2f)+(f_+-f)-f(f_+-f_-).$$

For an occupation that is smooth on the scale $\hbar\Omega$, expand to second order. Primes now denote $d/d\varepsilon$:

$$K\simeq\hbar\Omega\,(1-2f)f'+\left(n_L+\tfrac12\right)(\hbar\Omega)^2f''.$$

Using $(1-2f)f'=[f(1-f)]'$ and $n_L+\tfrac12\simeq k_BT_L/\hbar\Omega$,

$$\frac{\partial f}{\partial t}=D\,\frac{\partial}{\partial\varepsilon}\left[f(1-f)+k_BT_L\frac{\partial f}{\partial\varepsilon}\right],\qquad D=\pi\hbar\lambda\langle\omega^2\rangle .\tag{4}$$

Multiplying by $2g\varepsilon$ and integrating by parts gives the energy balance for any smooth occupation:

$$\frac{dU}{dt}=-2gD\left[I-k_BT_L\right],\qquad I=\int f(1-f)\,d\varepsilon .$$

A Fermi function has $f(1-f)=-k_BT_ef'$, hence $I=k_BT_e$, and $G(T_L-T_e)$ returns. But (4) does not preserve that shape. For a Fermi function its right side is proportional to $f(1-f)\tanh(\varepsilon/2k_BT_e)$, whereas a mere change of $T_e$ would require $f(1-f)\,\varepsilon/k_BT_e$.

The effect on the power is modest at first. Neglecting $T_L$,

$$\frac{dI}{dt}=\int(1-2f)\frac{\partial f}{\partial t}d\varepsilon=D\int(1-2f)^2f'\,d\varepsilon=-D\int_0^1(1-2f)^2df=-\frac D3 .$$

With thermalization the same quantity is $k_BT_e$, which falls at $k_BA=3D/\pi^2=0.304\,D$. Without collisions the driving quantity $I$ thus falls about 10% faster, and the energy leaves more slowly.

This holds while $f$ is smooth. Let $s$ be the slope of $1-2f$ at $\varepsilon=0$. For $T_L=0$, (4) gives $ds/dt=Ds^2$, and initially $s=1/2k_BT_0$. The slope diverges at

$$t_s=\frac{2k_BT_0}{D}=\frac{6T_0}{\pi^2A}.$$

A finite $T_L$ smooths this step.

## 8. Example: a metal film near the onset of melting

Consider a 20 nm film with 60 atoms/nm³, three free electrons per atom, $\lambda=0.4$, and $\alpha^2F=\lambda(\Omega/\omega_D)^2$ up to $\hbar\omega_D=35$ meV. These are rough values in the regime of aluminium. The pulse leaves $T_e=6000$ K and $T_L=300$ K.

For this spectrum

$$\langle\omega^2\rangle=\frac{2}{\omega_D^2}\int_0^{\omega_D}\Omega^3d\Omega=\frac{\omega_D^2}{2},\qquad\langle\omega^4\rangle=\frac{\omega_D^4}{3}.$$

So $\hbar^2\lambda\langle\omega^2\rangle=0.4\times612.5=245$ meV², and

$$A=\frac{3\times2.45\times10^{-4}\ \text{eV}^2}{\pi\,(6.582\times10^{-4}\ \text{eV ps})(8.617\times10^{-5}\ \text{eV/K})}=4125\ \text{K/ps}.$$

Dividing by $T_e$ gives $\gamma=0.69$ ps⁻¹ at 6000 K, 1.4 ps⁻¹ at 3000 K and 4.1 ps⁻¹ at 1000 K. The free-electron value $g=11.6$ per eV nm³ gives $C_e=5.5\times10^5$ J/(m³ K) at the start, and $G=\gamma C_e=3.75\times10^{17}$ W/(m³ K).

**Quantum correction.** The cutoff corresponds to 406 K, above the lattice temperature. Even so, the bound (2) at the start is $1-\tfrac23(406)^2/(12\times6000\times300)=0.9949$. The energy moment of the collision integral gives 0.9950. At $T_e=1000$ K, with $T_L$ still 300 K, the ratio is 0.970.

**Cooling time.** For $T_L$ fixed at 300 K, (3) gives the time to reach 3000 K:

$$t=\frac{3000+300\ln(5700/2700)}{4125}\ \text{ps}=0.78\ \text{ps}.$$

Full Bose functions lengthen it by less than 1%.

**Lattice heating.** The initial electron energy is $U=C_eT_e/2=1.64\times10^9$ J/m³. Over 20 nm this is about 3.3 mJ/cm² of absorbed energy. With $C_L=3k_B$ per atom, or $2.5\times10^6$ J/(m³ K), the lattice reaches 794 K by the time the electrons are at 3000 K. That time becomes 0.85 ps, 9% longer than with a fixed lattice. The final common temperature is 942 K. The classical $C_L$ is somewhat too large near 300 K, where the modes close to the cutoff are not fully excited. With Bose functions for both the lattice energy and the power, the final temperature is 960 K and the time to 3000 K is 0.86 ps.

**No electron-electron collisions.** Equation (4), with $T_L$ fixed at 300 K, takes 0.83 ps to reach the energy of a thermal gas at 3000 K. This is 6% longer than 0.78 ps, in the direction derived above. The time $t_s=6\times6000/(\pi^2\times4125)=0.88$ ps lies just beyond. For the initial Fermi function, (4) differs from the full collision integral by at most 0.53% of the latter's largest value. As the step steepens the expansion becomes poorer, so 0.83 ps is an estimate.

**Density of states.** A free-electron $g\propto\sqrt{E}$, with $E$ measured from the band bottom, a Fermi energy of 11.6 eV and a constant average $|M|^2$, lowers $C_e$ by 0.60% and $G$ by 0.16% at 6000 K. Hence $\gamma$ rises by 0.4%.

**Unequal phonons.** In the classical limit, (1) read frequency by frequency raises the temperature of each mode at a rate, per kelvin of difference from $T_e$, proportional to $\Omega\,\alpha^2F/F$, where $F$ is the phonon density of states. Here $\alpha^2F$ and $F$ both vary as $\Omega^2$, so the rate is proportional to $\Omega$; for the top mode its inverse is 5.0 ps. At $T_L=300$ K that mode has less than its classical heat capacity, and Bose functions shorten the time to 4.3 ps at the start. The electrons weight the modes by $\Omega\,\alpha^2F\propto\Omega^3$, the lattice energy by $\Omega^2$. The mean frequencies are $\tfrac45\omega_D$ and $\tfrac34\omega_D$. Without phonon-phonon collisions, the early lattice rise felt by the electrons is therefore $16/15=1.07$ times the mean rise in the classical limit, and 1.08 times with Bose functions at the start.

**Uniformity.** At $T_L=300$ K the electron mean free path set by phonon scattering alone is 19 nm, about the film thickness; collisions among the hot electrons at 6000 K, estimated with a Thomas-Fermi screened interaction, shorten it to roughly 12 nm. A diffusion estimate of 3 fs for spreading the heat is then not meaningful, since it is shorter than the ballistic crossing time of 10 fs. Either time is far below the cooling time, which supports a uniform $T_e$.

## 9. The model beside a real film

Aluminium melts at roughly 930 K, so a final temperature of 940 to 960 K places this pulse near the onset of melting. It does not supply a melted film: the latent heat, left out here, is worth roughly 400 K of lattice heating. Of the effects sized above, the fixed lattice temperature is the assumption that moves the cooling time most, by 9%. That figure belongs to the model spectrum, in which $\alpha^2F\propto F$ and the lattice has one temperature. In a real metal the coupling need not follow $F$, and strongly coupled modes then heat ahead of the rest. Without phonon-phonon collisions and with Bose functions, the lengthening is 10% for the model spectrum. It is 15% or 25% if the top third of the modes couples 3 or 10 times more strongly than the others at the same $\lambda\langle\omega^2\rangle$. The inputs matter as well: $\gamma$ is proportional to $\lambda\langle\omega^2\rangle$, so a 20% error in that product is a 20% error in $\gamma$. The true band structure, the substrate and the duration of the pulse are also left out. If the pulse lasts as long as the cooling, a source term must be added to the right side of $C_e\,dT_e/dt=P$. In a metal whose density of states changes strongly within a few $k_BT_e$ of the Fermi level, such as one with a nearby d-band edge, Section 3 fails. Then $G$ and $C_e$ must be computed separately, and $g$ no longer cancels. The numerical output below lists the inputs and most of the results.

## Values computed for the example and the checks

```
atom density: 60 per nm^3
free electrons per atom: 3
lambda: 0.400
top phonon energy: 35.0 meV
top phonon energy / kB: 406 K
hbar^2 <omega^2>: 612.5 meV^2
hbar^2 lambda<omega^2>: 245.0 meV^2
Fermi energy: 11.62 eV
g per spin: 11.61 per eV nm^3
start Te: 6000 K, start TL: 300 K
A = gamma*Te: 4125 K/ps
Te 6000 K: gamma 0.687 /ps, 1/gamma 1.455 ps
  full/high-T 0.9950, lower bound 0.9949
Te 3000 K: gamma 1.375 /ps, 1/gamma 0.727 ps
  full/high-T 0.9901, lower bound 0.9898
Te 1000 K: gamma 4.125 /ps, 1/gamma 0.242 ps
  full/high-T 0.9704, lower bound 0.9695
Ce at start: 5.455e+05 J/(m^3 K)
G: 3.750e+17 W/(m^3 K)
momentum sum / surface formula: 0.99940
small-step equation, max error: 0.53 %
time to 3000 K, closed law: 0.782 ps
same, full Bose factors: 0.787 ps
same, lattice heats: 0.849 ps
TL at that moment: 794 K
final common temperature: 942 K
time to same energy, no e-e collisions: 0.826 ps
sqrt DOS, change of Ce: -0.60 %
sqrt DOS, change of G: -0.16 %
sqrt DOS, change of gamma: 0.44 %
heating time of top phonon mode: 4.97 ps
early TL rise seen by electrons / mean rise: 1.067
electron scattering time at 300 K: 9.53 fs
mean free path at 300 K: 19.3 nm
film thickness: 20 nm
ballistic crossing time: 9.9 fs
diffusive spreading time: 3.1 fs
```
